# Irreversible First-Order Site Filling: Coverage as a Function of Precursor Exposure

## Definitions and conventions

A surface carries \(N_s\) adsorption sites per unit area. A site is the place taken by one adsorbed precursor molecule, so \(N_s\) is also the density of adsorbed molecules at saturation. The coverage \(\theta\) is the filled fraction of the sites, and \(1-\theta\) is the empty fraction. The coverage at time \(t=0\) is \(\theta_0\); a bare surface has \(\theta_0=0\).

The flux \(\Phi(t)\) is the number of precursor molecules that strike unit area per unit time, whether or not they react. Its time integral is the fluence,
\[
F(t)=\int_0^t \Phi(t')\,dt' ,
\]
which is the exposure counted in molecules per area. The pressure exposure is
\[
E(t)=\int_0^t p(t')\,dt',
\]
where \(p\) is the precursor partial pressure at the surface. The reaction probability \(s_0\) is the probability that a molecule striking an empty site stays there. The dimensionless exposure is
\[
x=\frac{s_0F}{N_s}.
\]
It is the mean number of strikes per site, \(F/N_s\), times the probability that a strike on an empty site succeeds.

## Assumptions

1. The sites are identical and independent, and each strike falls on any one of them with equal probability.
2. One molecule fills one site. The probability \(s_0\) depends neither on coverage nor on flux.
3. A molecule that strikes a filled site leaves without effect, as does one that fails to react on an empty site.
4. A filled site stays filled: there is no desorption or other loss.
5. The flux is uniform over the area considered.

When flux is computed from pressure, the gas is also taken to be ideal, with a Maxwell velocity distribution at temperature \(T\) and molecular mass \(m\).

## Lemma 1: flux from pressure

**Statement.** Under the gas assumptions,
\[
\Phi=\frac{p}{\sqrt{2\pi mk_BT}} .
\]

**Proof.** Let \(v\) be the velocity component towards the surface and \(n\) the number density. In a time \(dt\), molecules with component \(v>0\) reach an area \(A\) if they start within a distance \(v\,dt\) of it. They occupy a volume \(Av\,dt\). Summing over \(v\) and dividing by \(A\,dt\) gives
\[
\Phi=n\int_0^\infty v f(v)\,dv,
\qquad
f(v)=\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/(2k_BT)} .
\]
Put \(w=mv^2/(2k_BT)\), so that \(v\,dv=(k_BT/m)\,dw\). Then
\[
\int_0^\infty v\,e^{-mv^2/(2k_BT)}dv=\frac{k_BT}{m}\int_0^\infty e^{-w}dw=\frac{k_BT}{m},
\]
and therefore
\[
\Phi=n\sqrt{\frac{m}{2\pi k_BT}}\,\frac{k_BT}{m}
=n\sqrt{\frac{k_BT}{2\pi m}} .
\]
The ideal-gas law \(n=p/(k_BT)\) turns this into the stated result. ∎

At fixed pressure a hotter gas gives a smaller flux. Its molecules move faster, in proportion to \(\sqrt T\), but their density falls as \(1/T\).

## Lemma 2: the site balance

**Statement.** Under assumptions 1 to 5, the mean coverage of a large surface obeys
\[
N_s\frac{d\theta}{dt}=s_0\Phi(t)\,(1-\theta).
\]

**Proof.** In a short time \(dt\), \(A\Phi\,dt\) molecules strike an area \(A\). Because strikes are spread evenly over the sites, a fraction \(1-\theta\) of them meets empty sites, and a fraction \(s_0\) of those reacts. The number of newly filled sites is \(s_0A\Phi(1-\theta)\,dt\). No filled site is emptied, so this is the whole change in the number of filled sites, \(AN_s\,d\theta\). Division by \(A\,dt\) gives the equation. ∎

The process is called first order because its rate contains the first power of the empty fraction.

**Remark: the same law from counting strikes.** Consider \(M\) sites and follow one that is empty at the start. A given strike hits it with probability \(1/M\) and then fills it with probability \(s_0\). The site thus survives one strike with probability \(1-s_0/M\), and survives \(n\) independent strikes with probability
\[
P_n=\left(1-\frac{s_0}{M}\right)^n .
\]
Taking the logarithm and expanding for large \(M\),
\[
\ln P_n=n\ln\left(1-\frac{s_0}{M}\right)
=-\frac{ns_0}{M}-\frac{ns_0^2}{2M^2}-\cdots .
\]
Let \(M\) grow with the number of strikes per site, \(n/M=F/N_s\), held fixed. The first term is \(-x\); the second is \(-xs_0/(2M)\) and vanishes. Hence \(P_n\to e^{-x}\). The exponential is the probability that a site has escaped every successful strike. No clock enters this argument: it counts strikes, not seconds.

## Theorem: coverage is exponential in fluence

**Statement.** Under assumptions 1 to 5, for any non-negative, piecewise continuous flux,
\[
1-\theta(t)=(1-\theta_0)\,\exp\left[-\frac{s_0F(t)}{N_s}\right].
\]

**Proof.** Write \(u=1-\theta\) for the empty fraction. Since \(du/dt=-d\theta/dt\), Lemma 2 gives
\[
\frac{du}{dt}=-\frac{s_0\Phi}{N_s}\,u .
\]
Multiply \(u\) by \(e^{s_0F/N_s}\) and differentiate, using \(dF/dt=\Phi\):
\[
\frac{d}{dt}\left(u\,e^{s_0F/N_s}\right)
=e^{s_0F/N_s}\left(\frac{du}{dt}+\frac{s_0\Phi}{N_s}u\right)=0 .
\]
The product is constant on each interval where the flux is continuous. Both factors are continuous across a jump in flux, so it has the same constant value throughout. At \(t=0\), \(F=0\) and \(u=1-\theta_0\). Therefore \(u\,e^{s_0F/N_s}=1-\theta_0\), which is the stated law. ∎

While the flux is positive, one may also divide the site balance by \(\Phi\) and use \(dF=\Phi\,dt\), which gives \(d\theta/dF=(s_0/N_s)(1-\theta)\). Time has disappeared from the equation. The proof above avoids that division and so covers purge periods with \(\Phi=0\) as well.

**Limits.** For a bare surface and a small dose,
\[
\theta=1-e^{-x}=x-\frac{x^2}{2}+\cdots .
\]
The leading term \(\theta\approx s_0F/N_s\) says that nearly every strike still finds an empty site. It overestimates the coverage by a relative amount of about \(x/2\). For a large dose the empty fraction falls by a factor \(e\) for each further fluence \(N_s/s_0\). In this mean law saturation is approached but not reached at finite exposure.

## Corollary 1: constant flux, and what time alone does not tell

At constant flux \(F=\Phi t\). For a bare surface the theorem becomes
\[
\theta=1-e^{-t/\tau},\qquad \tau=\frac{N_s}{s_0\Phi}.
\]
Coverage is thus exponential in time too, as long as the flux is constant. The difference between the two descriptions lies in the constant: \(\tau\) changes with flux, whereas \(N_s/s_0\) does not. A time without a flux does not fix the coverage; a fluence does.

With Lemma 1, at fixed \(m\) and \(T\), \(F=E/\sqrt{2\pi mk_BT}\), and so
\[
\theta=1-e^{-E/E_0},\qquad
E_0=\frac{N_s\sqrt{2\pi mk_BT}}{s_0},\qquad \tau=\frac{E_0}{p}.
\]
Doubling the pressure at fixed time doubles the exponent and therefore squares the empty fraction. Doubling the pressure and halving the time leaves the coverage unchanged.

**Example.** Take round model parameters: molar mass 0.1 kg/mol, gas temperature 400 K, \(N_s=5\times10^{18}\ \mathrm{m^{-2}}\) and \(s_0=0.01\). The molecular mass is \(1.6605\times10^{-25}\) kg, and Lemma 1 gives \(\Phi=1.3174\times10^{22}\ \mathrm{m^{-2}\,s^{-1}}\) at 1 Pa. Then
\[
\frac{N_s}{s_0}=\frac{5\times10^{18}}{0.01}=5\times10^{20}\ \mathrm{m^{-2}},
\qquad
\tau=\frac{5\times10^{20}}{1.3174\times10^{22}}=0.03795\ \mathrm{s}.
\]
Since \(E_0=p\tau\), the characteristic exposure is \(E_0=0.03795\) Pa s. An exposure of 0.05 Pa s has
\[
x=\frac{E}{E_0}=\frac{1.3174\times10^{22}\times0.05}{5\times10^{20}}\approx1.317,\qquad \theta=1-e^{-1.317}\approx0.732 .
\]
The coverages at three pressures, first at equal time and then at equal exposure, are:

| Pressure (Pa) | After 0.05 s | After 0.05 Pa s |
|---|---|---|
| 0.5 | 0.4825 | 0.7322 |
| 1.0 | 0.7322 | 0.7322 |
| 2.0 | 0.9283 | 0.7322 |

The equal exposures last 0.100, 0.050 and 0.025 s. In the equal-time column, the empty fraction at 1 Pa is 0.2678; its square, 0.0717, is the empty fraction at 2 Pa.

All these pressures are pressures at the surface. Filling the surface takes as many molecules as a gas column of height \(N_sk_BT/p\approx2.8\) cm holds at 1 Pa, so the surface can deplete the gas above it. If the precursor must diffuse through a carrier gas across a layer of thickness \(L\) with diffusion coefficient \(D\), the reactor pressure may be used for \(p\) only when \(s_0\sqrt{k_BT/(2\pi m)}\,L/D\ll1\). Here \(s_0\sqrt{k_BT/(2\pi m)}\approx0.73\) m/s, and \(L=1\) cm with \(D\approx0.014\ \mathrm{m^2/s}\), a rough value for 100 Pa of carrier gas, gives about 0.5. The coverage then rises more slowly than the exponential in the reactor's pressure exposure.

**Remark: gas temperature.** Equal pressure exposures mean equal fluences only when the product \(mT\) is the same, as it is for one precursor at one gas temperature. If the gas is at 600 K and \(s_0\) is held fixed, 0.05 Pa s delivers fewer molecules by the factor \(\sqrt{400/600}=0.816\). The exponent falls to \(0.8165\times1.3174\approx1.076\), and the coverage to 0.659.

## Corollary 2: pulses

**Doses add.** Let a first pulse of fluence \(F_1\) be followed by a second of fluence \(F_2\). The first leaves the empty fraction \((1-\theta_0)e^{-s_0F_1/N_s}\), which is the starting value for the second. After both,
\[
1-\theta=(1-\theta_0)\,e^{-s_0F_1/N_s}\,e^{-s_0F_2/N_s}
=(1-\theta_0)\,e^{-s_0(F_1+F_2)/N_s}.
\]
The order of the pulses and the length of the purge between them drop out. For the purge this rests on assumption 4, since a purge changes nothing only if nothing is lost while the flux is off.

A partly covered start enters through the prefactor. With \(\theta_0=0.3\), the 0.05 s dose at 1 Pa gives \(\theta=1-0.7\times0.2678\approx0.8125\).

**Shape within a pulse.** Let the flux be a half-sine of length \(T_p\) and peak \(\Phi_m\),
\[
\Phi(t)=\Phi_m\sin\frac{\pi t}{T_p},\qquad 0\le t\le T_p .
\]
Integration gives
\[
F(t)=\frac{\Phi_mT_p}{\pi}\left(1-\cos\frac{\pi t}{T_p}\right),
\qquad F(T_p)=\frac{2\Phi_mT_p}{\pi}.
\]
For a bare surface \(-\ln(1-\theta)=s_0F/N_s\), so
\[
\frac{\ln[1-\theta(t)]}{\ln[1-\theta(T_p)]}
=\frac{F(t)}{F(T_p)}=\frac12\left(1-\cos\frac{\pi t}{T_p}\right).
\]
This is not linear in time. At \(t=T_p/4\) it equals 0.1464, while an exponential in time would require 0.25. More generally, \(-\ln(1-\theta)\) grows linearly in time when \(F\) does, that is, when the flux is constant.

For a half-sine pulse of 0.1 s with the same total fluence as 0.05 s at 1 Pa, \(6.587\times10^{20}\ \mathrm{m^{-2}}\), the coverage at a quarter of the pulse is \(1-e^{-0.1464\times1.317}\approx0.175\). The final coverage is 0.7322, as for the rectangular pulse. Two pulses of 0.025 s at 1 Pa with a purge of 0.2 s between them also end at 0.7322.

## Corollary 3: the cost of saturation

Solving \(1-\theta=e^{-s_0F/N_s}\) for the fluence that takes a bare surface to coverage \(\theta\) gives
\[
F=\frac{N_s}{s_0}\ln\frac{1}{1-\theta}.
\]
For 99% coverage the logarithm is \(\ln100\approx4.605\), and the pressure exposure in the example is
\[
E=4.605\times0.03795\approx0.1748\ \mathrm{Pa\,s}.
\]
This is about 1311 langmuir, one langmuir being \(10^{-6}\) torr s. It takes 0.3496 s at 0.5 Pa, 0.1748 s at 1 Pa and 0.0874 s at 2 Pa. For 99.9% the logarithm is \(\ln1000=\tfrac32\ln100\), so half as much exposure again is needed, 0.2622 Pa s in all, to fill a further 0.9% of the sites.

The incorporated fraction of all arrivals up to coverage \(\theta\) is the number of filled sites per area divided by the fluence:
\[
\eta=\frac{N_s\theta}{F}=\frac{s_0\,\theta}{\ln[1/(1-\theta)]}.
\]
It tends to \(s_0\) for small coverage, where \(\ln[1/(1-\theta)]\approx\theta\). At 99% it is \(0.01\times0.99/4.605\approx0.00215\). The arrivals counted here are strikes on the surface. A molecule that leaves and later returns is counted again, so \(\eta\) is not the used fraction of the precursor fed into a reactor.

**Remark: tolerance to dose errors.** A small relative change \(\delta F/F\) changes the coverage of an initially bare surface by
\[
\delta\theta=\frac{d\theta}{dx}\,\delta x=x\,e^{-x}\,\frac{\delta F}{F}.
\]
At \(x=1.317\) the factor \(xe^{-x}\) is about 0.35; at \(x=4.605\) it is about 0.046. A dose error of 1% thus shifts the coverage by about 0.0035 in the first case and 0.0005 in the second. This is how a saturating pulse makes the amount deposited insensitive to the dose, at the price of a low incorporated fraction.

## Proposition: what desorption changes

**Statement.** Let filled sites empty at a rate constant \(k_d\), and let \(a=s_0\Phi/N_s\) be constant and positive. From a bare surface,
\[
\theta=\frac{a}{a+k_d}\left[1-e^{-(a+k_d)t}\right].
\]
For \(k_d>0\), equal non-zero exposures at different fluxes give different coverages, the smaller flux giving the smaller coverage.

**Proof.** The balance now has a loss term:
\[
\frac{d\theta}{dt}=a(1-\theta)-k_d\theta=a-(a+k_d)\theta .
\]
The right side vanishes at \(\theta_\infty=a/(a+k_d)\). The difference \(y=\theta-\theta_\infty\) obeys \(dy/dt=-(a+k_d)y\), with \(y(0)=-\theta_\infty\). Hence \(y=-\theta_\infty e^{-(a+k_d)t}\), which gives the formula.

To compare equal exposures, set \(r=k_d/a\) and \(t=x/a\). Then
\[
\theta=\frac{1-e^{-(1+r)x}}{1+r}=\int_0^x e^{-(1+r)y'}\,dy' .
\]
The integrand decreases as \(r\) grows for every \(y'>0\), so \(\theta\) decreases too. At fixed \(x\), a smaller flux means a larger \(r\). ∎

The physical reason is that a weaker flux needs a longer time for the same exposure, and desorption runs on time. The integral also shows when the loss may be ignored. Relative to the irreversible law, the coverage is lower by
\[
\int_0^x e^{-y'}\left(1-e^{-ry'}\right)dy'\;\le\;1-e^{-rx}\;\le\;rx=k_dt .
\]
The first inequality replaces \(1-e^{-ry'}\) by its largest value and uses \(\int_0^xe^{-y'}dy'\le1\). The coverage therefore follows the law in exposure closely when \(k_dt\ll1\). The small empty fraction near saturation is more sensitive. With \(1-e^{-ry'}\le ry'\) and \(\int_0^x y'e^{-y'}dy'\le1\), the loss is also at most \(r=k_dt/x\), and for small \(r\) and large \(x\) it is close to that value. Near saturation the empty fraction \(e^{-x}\) therefore follows the law closely when \(k_dt\) is small compared with \(xe^{-x}\). At \(x=\ln100\) and \(k_dt=0.05\), for example, the formula gives an empty fraction of about 0.020 instead of 0.010. A purge of length \(t_g\) multiplies the coverage by a further factor \(e^{-k_dt_g}\).

**Example.** Let \(k_d=5\ \mathrm{s^{-1}}\) and the exposure be 0.05 Pa s. At 0.5 Pa, \(a=1.3174/0.100\approx13.17\ \mathrm{s^{-1}}\), and
\[
\theta=\frac{13.17}{18.17}\left(1-e^{-1.817}\right)\approx0.607 .
\]
At 2 Pa, \(a=1.3174/0.025\approx52.70\ \mathrm{s^{-1}}\), and the same formula gives 0.6975. Without desorption both would be 0.7322.

## Remark: what first order contributes

Suppose the rate is irreversible and proportional to flux, but contains the square of the empty fraction. A mean-field picture of a molecule that needs two empty sites leads to such a law. With the prefactor chosen to give the same initial slope,
\[
\frac{d\theta}{dx}=(1-\theta)^2 .
\]
With \(u=1-\theta\) this is \(du/dx=-u^2\), so \(d(1/u)/dx=-u^{-2}\,du/dx=1\). From a bare surface \(1/u=1+x\), and
\[
\theta=\frac{x}{1+x}.
\]
Exposure still fixes the coverage: at 0.05 Pa s it is 0.5685 at both 0.5 Pa and 2 Pa. The approach to saturation, however, is algebraic, with \(1-\theta=1/(1+x)\). The exposure that gives 99% in the first-order case gives 82% here, and 99% would need \(x=99\) instead of 4.605. This holds for the mean-field law, which treats empty sites as randomly mixed. If molecules bind irreversibly to two adjacent sites and do not move, isolated empty sites can never be filled: the coverage stops near 0.86 on a chain and near 0.91 on a square lattice, and 99% is not reached at any exposure.

The two properties thus have different origins. If \(d\theta/dt=\Phi\,g(\theta)\) with a smooth function \(g\), then \(d\theta/dF=g(\theta)\), and exposure fixes the coverage from a given start. For this it is enough that the rate is the flux times a factor that depends on coverage alone. The exponential comes from the further condition that \(g\) is proportional to \(1-\theta\).

Unlike sites show the same separation. If a fraction \(w_i\) of the sites has reaction probability \(s_i\), the theorem holds for each kind, and a bare surface gives
\[
1-\theta=\sum_i w_i\,e^{-s_iF/N_s}.
\]
This depends on fluence alone, but with unequal \(s_i\) it is not a single exponential, and the least reactive sites control the last part of the filling.

## Remark: a check by random strikes

The site balance can be tested without solving it, by sending strikes to randomly chosen sites and filling an empty one with probability \(s_0\). For 100000 sites the simulated coverages at \(x=0.5\), 1, 2 and 4.605 are 0.3918, 0.6335, 0.8650 and 0.9903. The law gives 0.3935, 0.6321, 0.8647 and 0.9900.

For independent sites the standard deviation of the filled fraction is \(\sqrt{\theta(1-\theta)/M}\), about 0.0015 at \(x=0.5\). The difference there, 0.0017, is of that size. The remaining values are in the numerical output below.

## Computed results

```
molar mass = 0.1 kg/mol
gas temperature = 400 K
site density Ns = 5.0e+18 1/m^2
reaction probability on an empty site s0 = 0.01
molecular mass = 1.6605e-25 kg
flux at 1 Pa = 1.3174e+22 1/(m^2 s)
characteristic fluence Ns/s0 = 5.0e+20 1/m^2
time constant at 1 Pa = 0.03795 s
characteristic pressure exposure E0 = 0.03795 Pa s
random-impact simulation: number of sites = 100000
  s0*F/Ns = 0.500: simulated coverage 0.3918, law 0.3935
  s0*F/Ns = 1.000: simulated coverage 0.6335, law 0.6321
  s0*F/Ns = 2.000: simulated coverage 0.8650, law 0.8647
  s0*F/Ns = 4.605: simulated coverage 0.9903, law 0.9900
incorporated fraction of arrivals up to 99%: simulated 0.002150, law 0.002150
p = 0.5 Pa: coverage after 0.05 s = 0.4825; after 0.05 Pa s (0.100 s) = 0.7322
p = 1.0 Pa: coverage after 0.05 s = 0.7322; after 0.05 Pa s (0.050 s) = 0.7322
p = 2.0 Pa: coverage after 0.05 s = 0.9283; after 0.05 Pa s (0.025 s) = 0.7322
1 Pa for 0.05 s from coverage 0.3: final coverage = 0.8125
common fluence of the shaped pulses = 6.5869e+20 1/m^2
half-sine pulse of 0.1 s: coverage = 0.7322
two 0.025 s pulses with 0.2 s purge: coverage = 0.7322
half-sine pulse at a quarter of its length: coverage = 0.1755
  ln(1-theta) there / its final value = 0.1464 (linear in time would give 0.25)
exposure for coverage 0.990 = 0.1748 Pa s
  the same exposure = 1311 langmuir
  time needed at 0.5 Pa = 0.3496 s
  time needed at 1.0 Pa = 0.1748 s
  time needed at 2.0 Pa = 0.0874 s
exposure for coverage 0.999 = 0.2622 Pa s
0.05 Pa s with gas at 600 K: coverage = 0.6589
desorption rate constant = 5.0 1/s
s0*F/Ns at 0.05 Pa s = 1.3174
  p = 0.5 Pa, 0.05 Pa s: with desorption 0.6071, second order 0.5685
  p = 2.0 Pa, 0.05 Pa s: with desorption 0.6975, second order 0.5685
second-order coverage at the first-order 99% exposure = 0.8216
```
